# Damped Oscillation and Valley Ahead of a Retracting Solid Film Edge, part 1

(Sections cited here and not found follow in the second part.)

## First half: the film ahead of the edge

**Q.** You say that a retracting film edge digs a valley in the film in front of it. Before I dispute that, what is the film, and what moves it?

**A.** The film is a solid on a flat, rigid substrate. Its thickness $h(x,t)$ does not vary along the edge. At time $t$ the film covers $x>s(t)$, and far from the edge its thickness is $h_0$. The speed $V=ds/dt$ is positive when the edge retreats into the film, towards $+x$.

Atoms move along the free surface and nowhere else: there is no exchange with the vapour and no transport through the bulk. I take the surface energy $\gamma$ and the surface diffusivity $D_s$ to be the same for every orientation. I also leave out stress, grain boundaries and any force that reaches through the film to the substrate.

The driving force is the surface energy. Per unit length of edge it is

$$E=\int\gamma\sqrt{1+h_x^2}\,dx .$$

Change the thickness by a small $\delta h$ that vanishes at the ends of the interval. Then, integrating by parts,

$$\delta E=\int\gamma\frac{h_x}{\sqrt{1+h_x^2}}\,(\delta h)_x\,dx=-\int\gamma\,\frac{\partial}{\partial x}\!\left[\frac{h_x}{\sqrt{1+h_x^2}}\right]\delta h\,dx .$$

The added volume per unit length is $\int\delta h\,dx$, and each atom brings a volume $\Omega$. The energy per added atom is therefore $\Omega$ times the factor in front of $\delta h$. The derivative in it is

$$\frac{h_{xx}}{(1+h_x^2)^{1/2}}-\frac{h_x^2h_{xx}}{(1+h_x^2)^{3/2}}=\frac{h_{xx}}{(1+h_x^2)^{3/2}},$$

so the chemical potential, measured from that of a flat surface, is

$$\mu=-\gamma\Omega\,\frac{h_{xx}}{(1+h_x^2)^{3/2}} .$$

On a crest $h_{xx}<0$ and $\mu>0$; in a hollow $\mu<0$. The energy falls when atoms go from crests to hollows.

**Q.** A surface that fills its hollows sounds like the opposite of your claim. How do you pass from $\mu$ to motion?

**A.** An atom drifts down the gradient of $\mu$ with mobility $D_s/k_BT$. Let $\nu$ be the number of surface atoms per unit area, with $D_s$ an average over all of them and not the much larger diffusivity of a single mobile atom. With $\sigma$ the arc length along the surface, the atomic flux towards increasing $x$ is

$$J=-\frac{D_s\nu}{k_BT}\frac{\partial\mu}{\partial\sigma},\qquad \frac{\partial}{\partial\sigma}=\frac{1}{\sqrt{1+h_x^2}}\frac{\partial}{\partial x}.$$

The volume between two fixed positions grows by what enters at the left and shrinks by what leaves at the right, so $h_t=-\Omega J_x$. Inserting $J$ and $\mu$, whose two minus signs cancel inside the flux, gives

$$h_t=-B\frac{\partial}{\partial x}\left\{\frac{1}{\sqrt{1+h_x^2}}\frac{\partial}{\partial x}\left[\frac{h_{xx}}{(1+h_x^2)^{3/2}}\right]\right\},\qquad B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.$$

The temperature is uniform, so $B$ is a constant. Its unit is length to the fourth power over time: $D_s$ has unit length$^2$/time, $\gamma/k_BT$ has length$^{-2}$, $\Omega^2$ has length$^6$ and $\nu$ has length$^{-2}$.

**Q.** Now you will linearize. Does that restrict you to ripples much smaller than $h_0$?

**A.** It does not. The equation contains derivatives of $h$ but never $h$ itself. Each nonlinear factor differs from 1 by a term of order $h_x^2$. If the slopes are small, both factors can be replaced by 1, which leaves

$$h_t=-B\,h_{xxxx}.$$

The neglected terms are smaller than the retained one by two powers of the slope. A deviation $h-h_0$ comparable with $h_0$ is allowed, provided it is spread over a long enough distance. What would bring in $h$ itself is a force from the substrate, which I have excluded for now.

In the same approximation the volume flux is $q=\Omega J=B\,h_{xxx}$, and $h_t=-q_x$.

**Q.** Where does the retraction enter?

**A.** Through the frame of reference. Let $y=x-s(t)$ be the distance from the edge, and write $h=h_0+u(y,t)$. At fixed $x$, $y$ decreases at rate $V$, so the chain rule turns $h_t$ into $u_t-Vu'$, where a prime means $\partial/\partial y$. Hence

$$u_t-Vu'=-B\,u'''' .$$

Suppose the profile moves with the edge and changes little while it does so. Then $u_t$ may be dropped:

$$V u'=B\,u'''' .$$

Integrate once to get $Bu'''=Vu+c$. Far ahead the film is flat and undisturbed, so $u$ and $u'''$ both vanish there and $c=0$. Therefore

$$B\,u'''=V\,u .$$

This has a direct meaning. The left side is the volume flux. The right side is the rate at which an excess thickness $u$ must be carried forward if it is to keep pace with the edge.

**Q.** A third-order linear equation has three exponential solutions. I expect you to choose the ones you like.

**A.** The flat film makes the choice. Put $u=e^{ky}$ and define

$$\ell=\left(\frac{B}{V}\right)^{1/3},\qquad K=k\ell .$$

Then $Bk^3=V$ becomes

$$K^3-1=(K-1)(K^2+K+1)=0,$$

with roots

$$K=1,\qquad K=\frac{-1\pm i\sqrt3}{2}.$$

The real root gives $e^{y/\ell}$, which grows without limit away from the edge. It cannot occur in a film that becomes flat. The other two decay. Since $u$ is real, their coefficients are complex conjugates, and

$$u=A\,e^{-y/(2\ell)}\cos\!\left(\frac{\sqrt3\,y}{2\ell}+\varphi\right).$$

The constants $A$ and $\varphi$ depend on what happens at the edge. The decay length $2\ell$ and the wavelength $4\pi\ell/\sqrt3$ do not.

**Q.** Why a cube root? For a smoothing process I would have guessed a ratio of a diffusivity to a speed.

**A.** Compare two rates for a feature of width $w$. Surface diffusion changes it at a rate of order $B/w^4$, because of the four derivatives. The edge advances by $w$ at a rate $V/w$. They are equal when $w^3$ is of order $B/V$. Much narrower features are smoothed before the edge has moved by their width; much wider ones are overrun before they can respond.

Your guess belongs to a different mechanism. Suppose the surface levelled by exchange with a vapour, following $h_t=a\,h_{xx}$ with $a>0$. In the moving frame $-Vu'=a\,u''$, and $u=e^{ky}$ gives $k=-V/a$ for the solution that varies. The length is then $a/V$ and the tail is monotone. The oscillation comes from the higher order of the surface-diffusion law.

**Q.** Complex roots are algebra. I want to see why the film cannot simply slope down from the rim to $h_0$.

**A.** Assume that it does, so that $u>0$ everywhere beyond some point and $u$, $u'$, $u''$ all tend to zero far ahead. The steady equation gives $u'''=u/\ell^3>0$. So $u''$ increases, and since it increases towards zero it must be negative. Then $u'$ decreases towards zero, so it must be positive. Then $u$ increases towards zero, so it must be negative. That contradicts the assumption.

Reversing every sign excludes a tail that stays below $h_0$. Within the steady approximation, a tail that is not zero must therefore cross $h_0$ again beyond any chosen point. Between a crossing downwards and the next crossing upwards there is a minimum below $h_0$, and that is a valley.

In terms of matter, an excess thickness that travels with the edge needs a forward flux. A monotone shoulder that flattens out like a decaying exponential has $u'''<0$, so its capillary flux runs backwards. It cannot keep ahead of the edge.

This also answers your remark about hollows. A hollow left alone would fill. Here $u'''$ changes from positive to negative where the profile first drops through $h_0$, so $u''$ is largest and $\mu$ lowest at the foot of the rim, and metal is drawn there out of the valley. At a fixed position $h_t=-Vu'$: the surface sinks on the forward side of the valley, where $u'>0$, and rises on the side facing the rim, where $u'<0$. The valley is dug in front and filled behind, and so it travels with the edge.

**Q.** How large is each swing compared with the one before?

**A.** Shift $y$ by half a wavelength, $\Delta=2\pi\ell/\sqrt3$. For the upper sign of the root,

$$k\Delta=\frac{-1+i\sqrt3}{2}\cdot\frac{2\pi}{\sqrt3}=-\frac{\pi}{\sqrt3}+i\pi ,$$

and the other root gives the complex conjugate. Since $e^{\pm i\pi}=-1$,

$$u(y+\Delta)=-e^{-\pi/\sqrt3}\,u(y).$$

This holds at every point where the steady tail applies. Neighbouring zeros and neighbouring extrema are thus both separated by $\Delta=3.628\,\ell$, and each extremum has $e^{-\pi/\sqrt3}=0.163$ times the size of the previous one, with the opposite sign. If the first swing is the rim, the valley is about one sixth as deep as the rim is high. The hump after the valley is smaller by the same factor again, which makes it hard to see.

**Q.** Would an edge that spreads over the substrate also make a valley?

**A.** For a spreading edge $V<0$. Define $\ell=(B/|V|)^{1/3}$, so that the condition becomes $K^3=-1$, or

$$(K+1)(K^2-K+1)=0,\qquad K=-1,\quad K=\frac{1\pm i\sqrt3}{2}.$$

Now the complex pair grows away from the edge, and the one decaying root is real. The disturbance ahead is proportional to $e^{-y/\ell}$ and does not oscillate. This result is for steady spreading, which needs metal supplied at the edge. An edge that draws only on its own film slows too quickly for the steady tail to apply. With zero contact angle, for example, the small-slope equation gives a hump about 5% of $h_0$ high ahead of the edge, followed by a dip of only about 0.6%.

**Q.** I still have a serious objection. You have assumed steady retraction. Where does the metal from the uncovered strip go?

**A.** It goes into the rim, and for that reason strictly steady retraction is impossible for this edge. In the moving frame the total volume flux is

$$Q=B\,h'''-V\,h .$$

In a steady profile $Q$ is independent of $y$. At the edge there is no film, $h=0$, and no metal passes onto the bare substrate, so $Q=0$. Far ahead $h'''=0$ and $h=h_0$, so $Q=-Vh_0$. The two values disagree. Film enters the moving frame at rate $Vh_0$ and nothing leaves, so the rim must grow and the speed must change with it.

**Q.** Then the derivation has just lost its main assumption.

**A.** It has acquired a condition. The edge crosses the length $\ell$ in a time $\ell/V$, while the speed changes over a time $V/|\dot V|$. Dropping $u_t$ is reasonable when the first time is much shorter than the second:

$$\frac{\ell\,|\dot V|}{V^2}\ll1 .$$

The tail then adjusts to the present speed, and $\ell(t)=[B/V(t)]^{1/3}$ grows slowly as the edge slows down. "Steadily retracting" has to be read in this sense.

The mass that accumulates does not upset the integration constant $c=0$. That constant was fixed in the flat film far ahead, where nothing accumulates. It is the rim end of the profile that takes up the metal.

**Q.** And if the edge itself is steep? A real contact angle need not be small.

**A.** Then the small-slope equation fails near the edge but remains good further out, because slopes decrease along the tail. The steep part can alter $A$ and $\varphi$. It does not alter the two decay exponents, which come from the region where the film is nearly flat. So the existence of the oscillation and its length scale are safer results than any particular valley depth. A depth requires the solution all the way to the edge.

**Q.** Is there any disturbance for which the amplitude $A$ vanishes?

**A.** For the steady tail, $A=0$ means that $u$ is zero throughout the region where the equation applies. A rim of finite height has to join the flat film somehow. In the small-slope equation the joining can be done through the two decaying modes, and these oscillate. How much amplitude they receive is a question about the edge conditions.

## Second half: the edge, the valley depth and an example

**Q.** Remind me what we have, and then tell me how deep the valley is.

**A.** The film has thickness $h=h_0+u$ at distance $y$ from an edge that has moved by $s(t)$ at speed $V$. For small slopes $u_t-Vu'=-Bu''''$, with $B$ the surface-diffusion coefficient. The quasi-steady form is $u'''=u/\ell^3$, with $\ell=(B/V)^{1/3}$. Its decaying solutions are $e^{K\eta}$ and the complex conjugate, where $\eta=y/\ell$ and $K=e^{2\pi i/3}=(-1+i\sqrt3)/2$.

For the depth I need conditions at $y=0$. There the thickness is zero. The balance of interfacial energies fixes a contact angle $\theta$, so the slope is $m=\tan\theta$. No metal leaves through the edge. Thus

$$h=0,\qquad h'=m,\qquad h'''=0\qquad (y=0).$$

A fourth-order equation needs two conditions at this end; the third determines the speed.

**Q.** But $h=0$ means $u=-h_0$, and your steady equation would then give $u'''=-h_0/\ell^3$, not zero.

**A.** That is the mass conflict again. It is small when the rim is much higher than the film, that is, when $m\ell\gg h_0$. To leading order I replace $u(0)=-h_0$ by $u(0)=0$. This selects the sine, and the steady equation then gives $u'''(0)=0$ by itself. The derivative of $e^{-\eta/2}\sin(\sqrt3\eta/2)$ with respect to $y$ at the edge is $\sqrt3/(2\ell)$, so the slope condition gives

$$u=\frac{2m\ell}{\sqrt3}\,e^{-\eta/2}\sin\!\left(\frac{\sqrt3\,\eta}{2}\right).$$

At this order the formula describes the rim as well as the tail. Extrema require

$$-\tfrac12\sin\frac{\sqrt3\eta}{2}+\frac{\sqrt3}{2}\cos\frac{\sqrt3\eta}{2}=0,\qquad \tan\frac{\sqrt3\eta}{2}=\sqrt3 .$$

The angle is $\pi/3$ at the rim and $4\pi/3$ at the valley, where the sine is $\pm\sqrt3/2$. Hence

$$\eta_{\rm rim}=\frac{2\pi}{3\sqrt3}=1.209,\qquad u_{\rm rim}=m\ell\,e^{-\pi/(3\sqrt3)}=0.546\,m\ell,$$

$$\eta_{\rm valley}=\frac{8\pi}{3\sqrt3}=4.837,\qquad u_{\rm valley}=-m\ell\,e^{-4\pi/(3\sqrt3)}=-0.0891\,m\ell .$$

**Q.** You have expressed the depth through $V$, which you do not know.

For a slowly changing retraction speed, the film ahead of the edge has an oscillating tail of length scale $\ell=(B/V)^{1/3}$, and when $m\ell\gg h_0$ the valley is $0.0891\,m\ell$ deep to leading order. It remains to find $V$, correct the depth, test the result against a time-dependent solution, and see what it gives for a real film.

All numerical values are calculated from the stated model.
